# Surface relaxation of a buried composition wave in an isotropic half-space

## Problem

A lattice-matched alloy fills the half-space $z\ge 0$, where $z$ is the depth below a flat, traction-free surface. Its composition departs from the mean by

$$c(x,z)=c_0e^{-qz}\cos kx,\qquad k=\frac{2\pi}{\lambda},\quad q>0 .$$

Composition changes the lattice parameter: a free piece of material would acquire the strain $\eta c$ in every direction. The elastic response is linear and isotropic, and $\eta$, Young's modulus $E$ and Poisson's ratio $\nu$ do not depend on composition. The pattern is uniform along $y$ and its lateral mean is zero, so the total strain $e_{yy}$ vanishes.

The coherency energy $W_0$ is defined here as the elastic energy of the same composition pattern embedded in an infinite body of equal stiffness.

1. What fraction $f$ of $W_0$ does the free surface remove?
2. Which decay depth $1/q$ makes this fraction largest, and could a profile that is not exponential do better?
3. For rough parameters of In$_{0.53}$Ga$_{0.47}$As on InP, can the relaxation make the alloy unstable near its surface?

## First estimate by scaling

The coherency energy per surface area is of order $E\eta^2c_0^2/q$. A surface disturbance of wave number $k$ reaches a depth of about $1/k$.

If the composition wave is deep, $q\ll k$, the surface relieves only the top layer of thickness $1/k$. The energy removed is of order $E\eta^2c_0^2/k$, so $f\sim q/k$.

If the wave is shallow, $q\gg k$, it acts as a thin stressed skin with force per length $F\sim E\eta c_0/q$. The lateral variation of this force loads the substrate with a shear traction $kF$. The substrate yields by a displacement $kF/(Ek)=F/E$, and the energy released per area is $kF^2/E\sim kE\eta^2c_0^2/q^2$. Hence $f\sim k/q$.

The two estimates meet at $q\sim k$, where the fraction is of order one. Scaling thus suggests a best depth near $\lambda/2\pi$, but it gives neither the numerical factor nor the role of $\nu$.

## Exact solution

### The coherency energy

Let $\mathbf u$ be the displacement and $e_{ij}$ the total strain. The elastic strain is $e_{ij}-\eta c\,\delta_{ij}$, so

$$W=\frac12\int\sigma_{ij}(e_{ij}-\eta c\,\delta_{ij})\,dV=-\frac{\eta}{2}\int c\,\sigma_{ii}\,dV. \tag{1}$$

The term $\int\sigma_{ij}e_{ij}\,dV$ has dropped out: in equilibrium it equals the work of the boundary tractions, which is zero for a free surface and decaying fields.

With shear modulus $\mu=E/[2(1+\nu)]$, the stress is

$$\sigma_{ij}=2\mu\left[e_{ij}+\frac{\nu}{1-2\nu}\,\delta_{ij}\nabla\!\cdot\mathbf u\right]-\frac{E}{1-2\nu}\,\eta c\,\delta_{ij}.$$

Try $\mathbf u=\nabla\phi$. Equilibrium, $\partial_j\sigma_{ij}=0$, becomes

$$\partial_i\left[2\mu\frac{1-\nu}{1-2\nu}\nabla^2\phi-\frac{E}{1-2\nu}\eta c\right]=0,$$

which is satisfied if

$$\nabla^2\phi=m\eta c,\qquad m=\frac{1+\nu}{1-\nu}. \tag{2}$$

Using (2) to eliminate $c$ from the stress, the coefficient of $\delta_{ij}\nabla^2\phi$ is $2\mu[\nu-(1-\nu)]/(1-2\nu)=-2\mu$. Therefore

$$\sigma_{ij}=2\mu(\partial_i\partial_j\phi-\delta_{ij}\nabla^2\phi),\qquad
\sigma_{ii}=-4\mu m\eta c=-\frac{2E}{1-\nu}\eta c. \tag{3}$$

In the infinite body $\phi$ and its gradient are continuous across $z=0$, so the tractions are continuous there even though $c$ jumps. Equations (1) and (3) then give

$$W_0=\frac{E\eta^2}{1-\nu}\int c^2\,dV. \tag{4}$$

### Making the surface free

It costs nothing to allow any depth profile, $c=g(z)\cos kx$. Write $\phi=\Phi(z)\cos kx$, with

$$\Phi''-k^2\Phi=m\eta g,\qquad \Phi(0)=0,\qquad \Phi(\infty)=0.$$

From (3), $\sigma_{zz}=-2\mu\,\partial_x^2\phi=2\mu k^2\phi$, which vanishes at the surface. The shear stress there is $\sigma_{xz}=-2\mu k\Phi'(0)\sin kx$. To find $\Phi'(0)$, note that

$$\frac{d}{dz}\left[(\Phi'+k\Phi)e^{-kz}\right]=(\Phi''-k^2\Phi)e^{-kz}=m\eta g\,e^{-kz}.$$

Integration from $0$ to $\infty$ gives

$$\Phi'(0)=-m\eta I,\qquad I=\int_0^\infty g(z)e^{-kz}\,dz .$$

A shear traction $\sigma_{xz}=2\mu km\eta I\sin kx$ therefore remains and must be cancelled.

The correcting field contains no composition strain. Describe it by an Airy function $\chi$, with $\sigma_{xx}=\partial_z^2\chi$, $\sigma_{zz}=\partial_x^2\chi$ and $\sigma_{xz}=-\partial_x\partial_z\chi$, and choose

$$\chi=Bz\,e^{-kz}\cos kx .$$

Its Laplacian, $-2kBe^{-kz}\cos kx$, is harmonic, so $\chi$ is biharmonic as required. At $z=0$ it gives $\sigma_{zz}=0$ and $\sigma_{xz}=kB\sin kx$. The surface is free if $B=-2\mu m\eta I$.

For the correcting field $e_{yy}=0$ implies $\sigma_{yy}=\nu(\sigma_{xx}+\sigma_{zz})$. Its trace is

$$\sigma_{ii}^{\rm corr}=(1+\nu)\nabla^2\chi=4(1+\nu)\mu m\eta kI\,e^{-kz}\cos kx .$$

The potential part has the same trace (3) as in the infinite body and reproduces $W_0$. The correction changes the energy per area $A$ by the amount that follows from (1) with the lateral mean $\langle\cos^2kx\rangle=1/2$:

$$\frac{\Delta W}{A}=-\frac{\eta}{4}\,4(1+\nu)\mu m\eta k I^2=-\frac{E}{2}m\eta^2kI^2 .$$

Since $W_0/A=E\eta^2\int g^2dz/[2(1-\nu)]$, the fraction removed is

$$f=-\frac{\Delta W}{W_0}=(1+\nu)\,\frac{k\,I^2}{\int_0^\infty g^2\,dz}. \tag{5}$$

### The best depth

For $g=c_0e^{-qz}$ we have $I=c_0/(k+q)$ and $\int g^2dz=c_0^2/(2q)$. Hence

$$f=\frac{2(1+\nu)kq}{(k+q)^2}
=\frac{1+\nu}{2}\left[1-\left(\frac{q-k}{q+k}\right)^2\right]. \tag{6}$$

The second form follows from $4kq=(k+q)^2-(k-q)^2$. It shows that

$$f\le\frac{1+\nu}{2},\qquad\text{with equality only at } \frac1q=\frac1k=\frac{\lambda}{2\pi}. \tag{7}$$

The best depth does not depend on $\nu$. Because elastic stability requires $\nu<1/2$, the fraction stays below three quarters.

No other profile does better. The Cauchy–Schwarz inequality gives

$$I^2\le\int_0^\infty g^2dz\int_0^\infty e^{-2kz}dz=\frac1{2k}\int_0^\infty g^2dz ,$$

and (5) again yields $f\le(1+\nu)/2$, with equality only for $g\propto e^{-kz}$. A profile orthogonal to $e^{-kz}$ has $I=0$ and keeps its whole coherency energy.

The optimum concerns the fraction, that is, the relief for a given $\int c^2dV$. At fixed amplitude $c_0$, the energy removed per area is proportional to $k/(k+q)^2$ and keeps growing as the wave is made deeper. Beyond the best depth, however, the coherency energy, which is proportional to $1/q$, grows by a larger factor, so the fraction falls.

### Why the bound has this value

By (3), the potential part of the in-plane stress is itself an Airy field with function $-2\mu\phi$. At $q=k$ the solution of (2) is $\Phi=-m\eta c_0\,z e^{-kz}/(2k)$, as substitution confirms, so

$$-2\mu\Phi=\frac{\mu m\eta c_0}{k}\,z e^{-kz}.$$

The correction has $I=c_0/(2k)$ and hence $B=-\mu m\eta c_0/k$. The two cancel at every depth. Thus $\sigma_{xx}=\sigma_{zz}=\sigma_{xz}=0$ throughout, and only $\sigma_{yy}=-E\eta c$ survives, because the material cannot expand along $y$.

This is the least elastic energy the constraint permits, though not the least stress: at the surface of a deeper wave, tension along $x$ lowers $|\sigma_{yy}|$. The elastic strain along $y$ is fixed at $-\eta c$, and for a given strain along one axis the energy density is smallest when all other stresses vanish. It is then $E\eta^2c^2/2$. Compared with $E\eta^2c^2/(1-\nu)$ from (4), a fraction $(1-\nu)/2$ must remain.

Such a state needs $e_{xx}=e_{zz}=(1+\nu)\eta c$ and $e_{xz}=0$. Strain compatibility, $\partial_z^2e_{xx}+\partial_x^2e_{zz}=2\partial_x\partial_ze_{xz}$, then demands $\nabla^2c=0$, which means $q=k$.

Away from this depth the surface also carries stress along $x$. With $\Phi''(0)=m\eta c_0$, the two parts add to

$$\sigma_{xx}(z=0)=-2\mu m\eta c_0\cos kx-2kB\cos kx
=\frac{E\eta c_0}{1-\nu}\,\frac{k-q}{k+q}\cos kx .$$

For $\eta c_0>0$, the crests of a shallow wave are compressed along $x$ at the surface, while those of a deep wave are stretched.

## Comparison with the estimate

The exact limits of (6) are $f\to2(1+\nu)q/k$ for deep waves and $f\to2(1+\nu)k/q$ for shallow ones. Scaling found both powers and missed the common factor, which is 2.52 for the value $\nu=0.26$ used below.

| $q/k$ | smaller of $q/k$, $k/q$ | exact $f$, $\nu=0.26$ |
|---|---|---|
| 0.3 | 0.30 | 0.447 |
| 1 | 1.00 | 0.630 |
| 2 | 0.50 | 0.560 |
| 3 | 0.33 | 0.473 |

The estimate is too low at both ends of the table and too high at the crossing, where the true curve has a rounded maximum instead of a cusp. The maximum is broad: halving the decay depth from its best value lowers $f$ only from 0.63 to 0.56.

## InGaAs on InP

### Energies

Take rough cubic constants $C_{11}=100$, $C_{12}=49$ and $C_{44}=49$ GPa. The isotropic model uses the bulk modulus $(C_{11}+2C_{12})/3$. Its shear modulus is the mean of the Voigt value $(C_{11}-C_{12}+3C_{44})/5$ and the Reuss value $5(C_{11}-C_{12})C_{44}/[4C_{44}+3(C_{11}-C_{12})]$. This gives $E=95$ GPa and $\nu=0.26$.

Let $\eta=0.069$ per unit indium fraction, $c_0=0.05$ and $\lambda=15$ nm. Then $k=0.419$ nm$^{-1}$, and the best decay depth is **2.4 nm**. The peak misfit strain is $0.069\times0.05=0.00345$, and the peak remaining stress is $95\times0.00345=0.33$ GPa. The coherency energy per area, $E\eta^2c_0^2/[4k(1-\nu)]$, is 5.7 meV/nm$^2$. Relaxation removes **63 %** of it, or 3.6 meV/nm$^2$, and leaves 2.1 meV/nm$^2$.

### Stability

Describe mixing by a regular solution, a mean-field model with interaction parameter $\Omega$ per cation. Let $v$ be the volume per cation and let $x$, in the next formula only, denote the mean indium fraction instead of the coordinate. If the elastic energy is $M\eta^2\int c^2dV$, the free energy per cation changes to second order by

$$\frac12\left[\frac{k_BT}{x(1-x)}-2\Omega+2v\eta^2M\right]c^2 .$$

The alloy is unstable when the bracket is negative. In the bulk $M=E/(1-\nu)=128$ GPa. Near the surface the smallest value over all profiles is $M=E/2=47.5$ GPa.

With $\Omega=0.12$ eV and $v=a^3/4=0.0506$ nm$^3$ for $a=0.587$ nm, the chemical drive is $2\Omega=0.240$ eV. The elastic term is 0.386 eV in the bulk, which exceeds the drive, so the bulk is stable at every temperature in this model. At the surface it is only 0.143 eV, and instability sets in below

$$T_s=\frac{0.53\times0.47}{k_B}\,(0.240-0.143)\ {\rm eV}\approx 280\ {\rm K}.$$

Relaxation therefore opens a window of instability that the bulk lacks, but the window lies far below a typical growth temperature of about 770 K. Using the Voigt or the Reuss shear modulus alone moves $T_s$ to about 265 K or 300 K. Without any elastic energy the limit would be 694 K, still below growth. With these parameters, the equilibrium model does not account for composition waves formed during growth.

### What the real alloy changes

The inputs are rough typical values. Of the corrections estimated below for $\lambda=15$ nm, elastic anisotropy shifts the limit most. The argument from uniaxial stress carries over to a cubic crystal with a (001) surface and a wave along [100] or [110]. The least $M$ is half of Young's modulus along $y$. The transverse strains become $(1+\nu_x)\eta c$ and $(1+\nu_z)\eta c$, where $\nu_x$ and $\nu_z$ are the Poisson ratios for tension along $y$, and compatibility gives

$$\frac qk=\sqrt{\frac{1+\nu_z}{1+\nu_x}} .$$

Inverting the cubic stiffness matrix gives $M=33.9$ GPa and $q/k=1$ for [100], and $M=49.7$ GPa and $q/k=1.21$ for [110]. The surface limits become about 400 K and 260 K. The soft [100] direction is favoured, and the isotropic figure is too low by some 120 K for it.

Atoms at the surface also lack neighbours. Take a wave along [100] with $q=k$. As a simple model of its range, share the interaction equally among the 12 nearest cations, with (001) layers spaced by $a/2$ and amplitudes falling by the factor $r=e^{-ka/2}$ per layer. With $C=\cos(ka/2)$, each atom has four neighbours in its own layer, contributing $4C$, and four in each adjacent layer, contributing $2C+2$ times the amplitude there. Summing over the half-crystal multiplies $2\Omega$ by $[C+(1+C)r]/3$. For this fixed profile the cost, which includes that of composition gradients, is 0.020 eV and lowers $T_s$ by 57 K. A profile that adjusts to the missing bonds loses somewhat less, 46 to 47 K.

Raising $\Omega$ by 10 % adds 69 K. An assumed stiffness loss of $10^{-4}$ per kelvin, taken from 300 K up to the growth temperature, adds 19 K. An assumed surface stress $\tau=1$ N/m that does not depend on composition enters through the small ratio $\tau k/E=0.004$ and lowers the isotropic limit by only 6 to 11 K, depending on how second-order surface strain is counted. A surface stress that varies with composition matters more, because it couples linearly to the surface strain. Measure that strain from the mean lattice: for $\lambda=15$ nm and $q=k$, an assumed variation of 0.5 N/m per unit indium fraction then shifts the isotropic limit by 65 to 70 K, upward if the surface stress falls with indium content and downward if it rises. If the strain is measured from the local stress-free lattice instead, which differs by a surface energy term quadratic in $c$, the shift is about 40 K with the opposite sign, so only the size of the effect should be taken from this estimate. This shift grows roughly as $1/\lambda$ for shorter waves, and the cost of missing bonds and gradients grows too. At $\lambda=15$ nm none of these corrections alone brings the limit near 770 K.

The model also leaves out atomic ordering, surface segregation and growth kinetics. It requires a lattice-matched mean alloy: under a mean misfit stress, surface undulations couple to the composition wave already at second order in the amplitudes, and the flat-surface bound no longer describes the whole relaxation.

Numbers in the example were calculated in double precision.
